# Landé Factors in jj, jK and LK Coupling: Argon 3p⁵4p

An atom has a core with orbital and spin angular momenta \(\mathbf L_1,\mathbf S_1\) and one outer electron with \(\mathbf L_2,\mathbf S_2\). Angular momenta are in units of \(\hbar\), and both spins are \(1/2\). The magnetic moment is \(-\mu_B\mathbf M\), with
\[
\mathbf M=\mathbf L_1+\mathbf L_2+g_s(\mathbf S_1+\mathbf S_2).
\]
Numerical values use \(g_s=2\). The g factor of a level with \(J>0\) is defined by \(\langle M_z\rangle=g_J M_J\). It gives the linear Zeeman shift \(g_J\mu_B B M_J\), provided this shift is small compared with the distance to any level that the field can mix in.

**(a) Let \(\mathbf J=\mathbf A+\mathbf B\), where the parts have known g factors \(g_A,g_B\). Find \(g_J\), and simplify it when \(B\) is a spin \(1/2\).**

Inside one multiplet of fixed \(J\), the Wigner–Eckart theorem makes every vector operator proportional to \(\mathbf J\), so \(\mathbf V=c\,\mathbf J\). To find \(c\), take the scalar product with \(\mathbf J\). Since \(\mathbf J\) does not lead out of the multiplet, no other states enter the product, and
\[
\langle\mathbf V\cdot\mathbf J\rangle=c\,J(J+1).
\]
For \(\mathbf V=\mathbf A\), square \(\mathbf B=\mathbf J-\mathbf A\). The operators \(\mathbf A\) and \(\mathbf J\) have a commuting scalar product, so
\[
\mathbf A\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf A^2-\mathbf B^2).
\]
The share of \(\mathbf J\) carried by \(\mathbf A\) is therefore
\[
a(J;A,B)=\frac{J(J+1)+A(A+1)-B(B+1)}{2J(J+1)} .
\]
Because \(\mathbf A+\mathbf B=\mathbf J\), the share of \(\mathbf B\) is \(1-a\). Hence
\[
g_J=a\,g_A+(1-a)\,g_B. \tag{1}
\]
A share can exceed 1 or be negative, when one part points against the total.

Now let \(B=1/2\). For \(J=A+\frac12\) the numerator of \(a\) is
\[
(A+\tfrac12)(A+\tfrac32)+A(A+1)-\tfrac34=A(2A+3),
\]
and the denominator is \((2A+1)(2A+3)/2\), so \(a=2A/(2A+1)\). For \(J=A-\frac12>0\) the numerator is \((2A-1)(A+1)\) and the denominator \((2A-1)(2A+1)/2\), so \(a=(2A+2)/(2A+1)\). Thus
\[
g_{A+1/2}=\frac{2A\,g_A+g_s}{2A+1},\qquad
g_{A-1/2}=\frac{(2A+2)g_A-g_s}{2A+1}. \tag{2}
\]

**(b) Apply this result to jj, jK and LK coupling. Justify projecting more than once, and evaluate the factors for p⁵p.**

The schemes differ in the order of addition:

- jj: \(\mathbf J_1=\mathbf L_1+\mathbf S_1\), \(\mathbf J_2=\mathbf L_2+\mathbf S_2\), then \(\mathbf J=\mathbf J_1+\mathbf J_2\).
- jK: \(\mathbf K=\mathbf J_1+\mathbf L_2\), then \(\mathbf J=\mathbf K+\mathbf S_2\).
- LK: \(\mathbf L=\mathbf L_1+\mathbf L_2\), \(\mathbf K=\mathbf L+\mathbf S_1\), then \(\mathbf J=\mathbf K+\mathbf S_2\).

Consider a pure jK state. The operator \(\mathbf L_1+g_s\mathbf S_1\) also connects different \(J_1\), and \(\mathbf J_1\) connects different \(K\). An expectation value in a state with one \(J_1\) and one \(K\) contains only the diagonal parts. There each vector may be replaced by its projection, first on \(\mathbf J_1\), then on \(\mathbf K\), then on \(\mathbf J\). The same argument holds for the other schemes. Repeated projection is thus exact for pure states, but it does not give the elements between them. In the \(J=1\) jK states of p⁵p the largest such element is 0.314 \(\mu_B\).

With \(g_l=1\), the results are
\[
\text{jj:}\quad g_J=a(J;J_1,J_2)\,g_{J_1}+[1-a(J;J_1,J_2)]\,g_{J_2},
\]
\[
\text{jK:}\quad g_K=a(K;J_1,L_2)\,g_{J_1}+1-a(K;J_1,L_2),
\]
\[
\text{LK:}\quad g_K=a(K;L,\tfrac12)+[1-a(K;L,\tfrac12)]\,g_s .
\]
In jK and LK the last step is (2) with \(A=K\) and \(g_A=g_K\).

The p⁵ core is a ²P term. A closed shell has no net angular momentum, so a missing electron leaves \(L_1=1\), \(S_1=1/2\), with the same ratio of moment to angular momentum as one p electron. Equation (2) with \(A=1\), \(g_A=1\) gives
\[
g_{3/2}=\frac{2+2}{3}=\frac43,\qquad g_{1/2}=\frac{4-2}{3}=\frac23 .
\]

As a jK example take \(J_1=3/2\), \(K=1/2\), \(J=1\):
\[
a=\frac{3/4+15/4-2}{3/2}=\frac53,\qquad
g_K=\frac53\cdot\frac43-\frac23=\frac{14}{9},\qquad
g_J=\frac{14/9+2}{2}=\frac{16}{9}.
\]
As an LK example take \(L=1\), \(K=3/2\), \(J=1\). Here \(g_K=(2+2)/3=4/3\), and \(g_J=[5(4/3)-2]/4=7/6\). As a jj example, \((3/2,1/2)\) with \(J=1\) has \(a=5/4\), so \(g_J=\frac54\cdot\frac43-\frac14\cdot\frac23=\frac32\).

The same steps give the following sets. LS coupling is added for comparison, from (1) with \(A=L\), \(B=S\).

| Scheme | \(g\), \(J=1\) | \(g\), \(J=2\) |
|---|---|---|
| jj | 3/2, 3/2, 4/3, 2/3 | 4/3, 7/6, 7/6 |
| jK | 16/9, 14/9, 19/18, 11/18 | 43/30, 7/6, 16/15 |
| LK | 2, 4/3, 7/6, 1/2 | 3/2, 11/10, 16/15 |
| LS | 2, 3/2, 1, 1/2 | 3/2, 7/6, 1 |

The one \(J=3\) level has \(g=4/3\) in every scheme. Two levels have \(J=0\), for which no g factor is defined.

**(c) Rough measured g values of argon 3p⁵4p, to two figures and in order of energy, are 2.0, 0.84, 0.82, 1.4 for \(J=1\) and 1.1, 1.3, 1.3 for \(J=2\). What can they decide by themselves?**

The sum of \(g\) at fixed \(J\) decides nothing. It is the trace of \(M_z/J\) over the states with \(M_J=J\), and a trace does not depend on the basis. Every row of the table adds to 5 for \(J=1\) and to \(11/3\) for \(J=2\). The rough values add to 5.06 and 3.7, which agrees within their rounding.

The individual values can be compared. To favour each scheme as far as possible, sort both lists within each \(J\) and pair them in that order; this pairing minimizes the sum of squared differences. For jK, scheme minus measurement is
\[
J=1:\ -0.22,\ 0.16,\ 0.22,\ -0.21;\qquad
J=2:\ 0.13,\ -0.13,\ -0.03 .
\]
The root-mean-square difference over these seven levels is 0.17. The others give 0.28 for jj, 0.21 for LK and 0.17 for LS. The largest single difference is 0.22 for jK and at least 0.32 for the other three.

No pure scheme fits every level, and jj is the poorest overall. The rms values do not separate jK from LS. A decision between them needs further knowledge of the composition of the levels, which is obtained below from a model Hamiltonian.

**(d) Find the electrostatic and spin-orbit energies of p⁵p.**

Use real orbitals \(p_i\propto n_i\), where \(\mathbf n\) is the unit direction vector. Let \(c_{ia}\) be the amplitude for a hole in 3p\(_i\) and an electron in 4p\(_a\). The quadrupole part of the Coulomb interaction contains \(P_2(\mathbf n\cdot\mathbf n')\), which acts on a quadrupole function as the factor \(4\pi/5\) and removes the other multipoles. Its angular integral is
\[
\Big(\frac{3}{4\pi}\Big)^2\frac{4\pi}{5}\int n_in_j\Big(n_an_b-\frac{\delta_{ab}}3\Big)d\Omega .
\]
With \(\int n_in_jn_an_b\,d\Omega=\frac{4\pi}{15}(\delta_{ij}\delta_{ab}+\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja})\) and \(\int n_in_j\,d\Omega=\frac{4\pi}{3}\delta_{ij}\), the direct integral becomes
\[
(ij|ab)=F_0\delta_{ij}\delta_{ab}+\frac{3F_2}{25}\Big(\delta_{ia}\delta_{jb}+\delta_{ib}\delta_{ja}-\frac23\delta_{ij}\delta_{ab}\Big).
\]
Here \(F_k\) are the direct radial Slater integrals and \(G_k\) the exchange ones. A missing electron reverses the sign of the direct repulsion, so this term acts as
\[
c_{ia}\to -F_0c_{ia}-\frac{3F_2}{25}\Big(\delta_{ia}\,\mathrm{tr}\,c+c_{ai}-\frac23c_{ia}\Big).
\]
The amplitude is proportional to \(\delta_{ia}\) for \(L=0\), antisymmetric for \(L=1\), and symmetric and traceless for \(L=2\). The brackets equal \(10/3\), \(-5/3\) and \(1/3\) times \(c_{ia}\). Relative to \(-F_0\), the direct energies are
\[
E_{L=0}=-\frac25F_2,\qquad E_{L=1}=\frac15F_2,\qquad E_{L=2}=-\frac1{25}F_2. \tag{3}
\]

Exchange has the opposite sign to the direct term. It acts when the missing electron and the outer electron have equal spin, and it connects the two such spin states with equal strength. Their symmetric sum is the total singlet, with spin factor 2; the triplets get 0. The orbital factor follows from the same tensor with indices \((ia|jb)\):
\[
c_{ia}\to G_0\delta_{ia}\,\mathrm{tr}\,c+\frac{3G_2}{25}\Big(c_{ia}+c_{ai}-\frac23\delta_{ia}\,\mathrm{tr}\,c\Big).
\]
This gives \(3G_0\), 0 and \(6G_2/25\) for \(L=0,1,2\). After doubling, ¹S is raised by \(6G_0\) and ¹D by \(12G_2/25\), while ¹P is not shifted.

The spin-orbit energy is
\[
H_{so}=-\zeta_{3p}\mathbf L_1\cdot\mathbf S_1+\zeta_{4p}\mathbf L_2\cdot\mathbf S_2 .
\]
The core sign is negative because the energy of the absent electron is subtracted; reversing both its orbital and spin vectors leaves their product unchanged. Since \(\mathbf L_1\cdot\mathbf S_1\) is \(1/2\) for \(J_1=3/2\) and \(-1\) for \(J_1=1/2\), the core level with \(J_1=3/2\) is the lower.

For free argon the radial orbitals were computed in a nonrelativistic configuration-average Hartree–Fock field of Ar⁺, with 4p in the frozen ion field. The spin-orbit constants are \(\zeta=(\alpha^2/2)\langle r^{-1}dV/dr\rangle\) in atomic units, with \(V\) the direct central potential energy. The results are
\[
F_2=3879.3,\quad G_2=779.0,\quad \zeta_{3p}=938.5,\quad \zeta_{4p}=19.1\ \ \mathrm{cm^{-1}} .
\]
This model leaves out correlation, mixing with other configurations, term-dependent orbitals, exchange in \(\zeta\), and spin-other-orbit coupling. The decimals serve the arithmetic below and do not express its accuracy. A larger basis moves \(\zeta_{3p}\) by about 1 cm⁻¹. The field used here also omits the condition that makes the energy stationary under mixing of 2p and 3p. Imposing it raises \(\zeta_{3p}\) to about 952 cm⁻¹ and lowers \(F_2\) by 1 cm⁻¹. The levels below then move by up to 15 cm⁻¹, the g factors by up to 0.005 and the mean weights by up to 0.003.

**(e) Which quantum number survives if \(\zeta_{4p}\) and exchange are neglected? Solve this reduced problem and find the g factors.**

The remaining terms do not contain \(\mathbf S_2\). They conserve \(\mathbf K=\mathbf L_1+\mathbf L_2+\mathbf S_1\), so \(K\) is a good quantum number. For \(J=1\), dropping exchange costs nothing, because ¹S has \(J=0\) and ¹D has \(J=2\). There \(K\) is broken by the small \(\zeta_{4p}\) alone.

Use LK states. Since \(L_1=L_2=1\), the share of \(\mathbf L_1\) in \(\mathbf L\) is \(1/2\) for \(L>0\), and the diagonal elements are
\[
\langle\mathbf L_1\cdot\mathbf S_1\rangle=\tfrac14\left[K(K+1)-L(L+1)-\tfrac34\right].
\]
For \(K=1/2\) they are 0 (\(L=0\)) and \(-1/2\) (\(L=1\)). For \(K=3/2\) they are \(1/4\) (\(L=1\)) and \(-3/4\) (\(L=2\)). In each pair the eigenvalues must be \(1/2\) and \(-1\), with product \(-1/2\). The determinant fixes the off-diagonal element \(x\):
\[
K=\tfrac12:\ 0-x^2=-\tfrac12,\quad x^2=\tfrac12;\qquad
K=\tfrac32:\ -\tfrac3{16}-x^2=-\tfrac12,\quad x^2=\tfrac5{16}.
\]

For \(K=1/2\), in cm⁻¹, the diagonal energies are
\[
-\tfrac25F_2=-1551.7,\qquad \tfrac15F_2+\tfrac12\zeta_{3p}=1245.1,
\]
and the coupling is \(\zeta_{3p}/\sqrt2=663.6\). Half the diagonal difference is 1398.4, so half the level splitting is \(\sqrt{1398.4^2+663.6^2}=1547.9\). The lower level has \(L=0\) weight
\[
w=\tfrac12\left(1+\frac{1398.4}{1547.9}\right)=0.952 .
\]
The moment \(\mathbf L+g_s\mathbf S\) commutes with \(\mathbf L^2\), so it has no element between these two states. At fixed \(K\) the LK g factors may therefore be averaged with the weights:
\[
g_{\rm lower}=2w+\tfrac43(1-w)=1.97,\qquad g_{\rm upper}=2(1-w)+\tfrac43w=1.37 .
\]

For \(K=3/2\) the diagonal energies are
\[
\tfrac15F_2-\tfrac14\zeta_{3p}=541.2\ (L=1),\qquad
-\tfrac1{25}F_2+\tfrac34\zeta_{3p}=548.7\ (L=2).
\]
They nearly coincide because \(0.24F_2=931\) is close to \(\zeta_{3p}\). The coupling \(\sqrt5\,\zeta_{3p}/4=524.6\) then mixes \(L=1\) and \(L=2\) almost equally. For \(J=1\) both g factors lie near
\[
\tfrac12\left(\tfrac76+\tfrac12\right)=\tfrac56=0.83,
\]
and for \(J=2\) near \(\frac12(\frac32+\frac{11}{10})=1.3\). This accounts, within the model, for the close measured pair 0.84 and 0.82, which no pure scheme in the table reproduces. The closeness depends on the near equality of \(0.24F_2\) and \(\zeta_{3p}\): changing \(F_2\) by 10% separates the two \(J=1\) values by 0.05 to 0.07. The measured energies do not fix \(F_2\) uniquely. A fit to the seven upper levels with \(J>0\) gives \(F_2\approx3960\) cm⁻¹ and keeps the pair close. A fit that also includes the lowest level gives \(F_2\approx4470\) cm⁻¹ and the values 0.78 and 0.88, which disagree with the measured pair.

The jK weights follow from the same pairs. A quadrupole has no diagonal element in a core state with \(J_1=1/2\). For \(K=1/2\), the trace and determinant of (3) then give \(-F_2/5\) for \(J_1=3/2\) and a squared coupling \(2F_2^2/25\). Adding the core energies \(-\zeta_{3p}/2\) and \(\zeta_{3p}\) gives diagonal values \(-1245.1\) and 938.5, half of whose difference is 1091.8. The larger jK weight is
\[
\tfrac12\left(1+\frac{1091.8}{1547.9}\right)=0.853 .
\]
For \(K=3/2\) the \(J_1=3/2\) quadrupole energy is \(4F_2/25\), half the diagonal difference is 393.5, and the weight is \(\frac12(1+393.5/524.7)=0.875\).

**(f) Restore all terms and judge the schemes. When would each be a good description?**

Full diagonalization gives the following levels, with energies from the lowest \(J=1\) level. Weights are squared overlaps with pure states, assigned one to one within each \(J\) so that their sum is greatest.

| \(J\) | \(E\) (cm⁻¹) | \(g\) | jj | jK | LK |
|---|---|---|---|---|---|
| 1 | 0 | 1.97 | 0.47 | 0.85 | 0.95 |
| 1 | 1716 | 0.84 | 0.48 | 0.87 | 0.50 |
| 1 | 2758 | 0.83 | 0.78 | 0.87 | 0.50 |
| 1 | 3103 | 1.37 | 0.77 | 0.85 | 0.95 |
| 2 | 1247 | 1.11 | 0.91 | 0.94 | 0.94 |
| 2 | 1827 | 1.31 | 0.89 | 0.89 | 0.57 |
| 2 | 2874 | 1.25 | 0.92 | 0.92 | 0.58 |

The \(J=1\) rows confirm the reduced calculation. The energies are those of the model. It places the lowest level too high, so the measured levels lie about 270 to 310 cm⁻¹ further above it than the table shows, while the spacings among the upper levels are right to about 50 cm⁻¹. A fit to the upper levels asks for \(\zeta_{4p}\approx38\) cm⁻¹, twice the computed value, and leaves the order of the mean weights below unchanged. The computed g factors differ from the rough measured ones by 0.02 rms, far less than any pure scheme does.

Averaged over the seven levels, the weights are 0.885 for jK, 0.746 for jj, 0.714 for LK and 0.559 for LS. By this measure jK is the best single label set. It is not best for every level: the lowest and highest \(J=1\) levels are closer to LK states. For \(J=2\), jj and jK are almost equal, with means of 0.907 and 0.914. What the \(J=1\) levels preserve well is \(K\), which jK and LK share; neither \(J_1\) nor \(L\) is pure.

A weight of 0.85 does not make the pure g factor accurate. For the lowest level, averaging the two \(K=1/2\) jK values gives \(0.853(16/9)+0.147(14/9)=1.75\), against the computed 1.97. The missing 0.22 comes from the moment's element between \(J_1=3/2\) and \(J_1=1/2\), which enters in proportion to the product of the two amplitudes and not to their squares.

The conditions for nearly pure levels with \(J>0\), where \(G_0\) plays no part, are:

- jj: \(\zeta_{3p}\), \(\zeta_{4p}\) and their difference are large compared with \(F_2\) and \(G_2\). In argon both constants are smaller than \(F_2\), and \(\zeta_{4p}\) is far too small even compared with \(G_2\).
- LK: \(F_2\gg\zeta_{3p}\gg G_2,\zeta_{4p}\). In argon the first condition fails for \(K=3/2\), where the relevant separation is \(0.24F_2\). The condition \(\zeta_{3p}\gg G_2\) is not met either, but it matters only for \(J=2\), since exchange vanishes for \(J=1\).
- jK: \(\zeta_{3p}\gg F_2\gg G_2,\zeta_{4p}\), with a further condition for \(J_1=1/2\). Argon does not meet the first condition, since \(F_2\approx4\zeta_{3p}\). Its \(J=1\) levels still have jK weights near 0.86, because the couplings between the two \(J_1\) (1097 cm⁻¹ for \(K=1/2\), 347 cm⁻¹ for \(K=3/2\)) are only about half the diagonal differences (2184 and 787 cm⁻¹).

The further condition arises because the quadrupole energy vanishes in first order for \(J_1=1/2\). The core gap is \(3\zeta_{3p}/2\), and the squared couplings are \(2F_2^2/25\) for \(K=1/2\) and \(F_2^2/125\) for \(K=3/2\). In second order the two \(K\) levels are therefore separated by
\[
\frac{2}{3\zeta_{3p}}\left(\frac2{25}-\frac1{125}\right)F_2^2=\frac{6}{125}\frac{F_2^2}{\zeta_{3p}} .
\]
The two levels can mix only for \(J=1\), where exchange vanishes. Hence \(\zeta_{4p}\) must be small against this separation, while \(G_2\) need only be small against \(F_2\). In a test case with \(\zeta_{4p}\ll F_2\ll\zeta_{3p}\) but \(\zeta_{4p}\) above this separation, the least jK weight fell to 0.89.

LS coupling has its own obstacle here. Equation (3) and the vanishing exchange leave ¹P and ³P degenerate, so even a weak \(\zeta_{3p}\) mixes their \(J=1\) states. If it dominates \(\zeta_{4p}\), these \(J=1\) levels become LK states. Let \(u\) be the ¹P weight in the state \(L=1\), \(K=3/2\). Since \(\mathbf M\) is diagonal in LS coupling,
\[
\tfrac76=u\cdot1+(1-u)\cdot\tfrac32,\qquad u=\tfrac23 .
\]
The partner with \(K=1/2\) has \(u=1/3\). Weak spin-orbit coupling therefore does not by itself ensure pure LS levels in this configuration. The numerical output lists the remaining weights and pure-state labels.

## Computed values

```
Ar average HF energy: -526.8157 hartree
Ar+ average energy: -526.2727 hartree
4p orbital energy: -0.09237 hartree
mean radius 3p, 4p: 1.559, 7.418 bohr
F2: 3879.3 cm^-1
G2: 779.0 cm^-1
zeta3p: 938.5 cm^-1
zeta4p: 19.1 cm^-1
F2^2/zeta3p: 16035.2 cm^-1
core g (gs=2): j=3/2 4/3 ; j=1/2 2/3
jK g_K: (3/2,1/2) 14/9; (3/2,3/2) 56/45; (3/2,5/2) 6/5; (1/2,1/2) 10/9; (1/2,3/2) 8/9
LK g_K: (2,3/2) 4/5; (2,5/2) 6/5; (1,1/2) 2/3; (1,3/2) 4/3; (0,1/2) 2
Pure g; labels jj(j1,j2) jK(j1,K) LK(L,K) LS(L,S)
jj J=1: (3/2,1/2) 3/2=1.500; (3/2,3/2) 4/3=1.333; (1/2,1/2) 2/3=0.667; (1/2,3/2) 3/2=1.500
jj J=2: (3/2,1/2) 7/6=1.167; (3/2,3/2) 4/3=1.333; (1/2,3/2) 7/6=1.167
jj J=3: (3/2,3/2) 4/3=1.333
jK J=1: (3/2,1/2) 16/9=1.778; (3/2,3/2) 19/18=1.056; (1/2,1/2) 14/9=1.556; (1/2,3/2) 11/18=0.611
jK J=2: (3/2,3/2) 43/30=1.433; (3/2,5/2) 16/15=1.067; (1/2,3/2) 7/6=1.167
jK J=3: (3/2,5/2) 4/3=1.333
LK J=1: (2,3/2) 1/2=0.500; (1,1/2) 4/3=1.333; (1,3/2) 7/6=1.167; (0,1/2) 2=2.000
LK J=2: (2,3/2) 11/10=1.100; (2,5/2) 16/15=1.067; (1,3/2) 3/2=1.500
LK J=3: (2,5/2) 4/3=1.333
LS J=1: (2,1) 1/2=0.500; (1,0) 1=1.000; (1,1) 3/2=1.500; (0,1) 2=2.000
LS J=2: (2,0) 1=1.000; (2,1) 7/6=1.167; (1,1) 3/2=1.500
LS J=3: (2,1) 4/3=1.333
sum of g, J=1,2: 5 , 11/3
largest off-diagonal moment, jK J=1: 0.314 muB
jK limit spoiled by zeta4p, least weight: 0.890
weak spin-orbit, least LS weight J=1: 0.667
Argon: J, E/cm^-1, g calc, g rough meas., weights jj jK LK LS
1     0.0 1.968 2 0.468 0.853 0.951 0.951
1  1715.8 0.835 0.84 0.481 0.873 0.500 0.500
1  2757.9 0.828 0.82 0.784 0.873 0.500 0.345
1  3102.7 1.369 1.4 0.769 0.853 0.951 0.641
2  1247.3 1.108 1.1 0.913 0.940 0.940 0.604
2  1827.2 1.305 1.3 0.891 0.886 0.574 0.574
2  2874.1 1.253 1.3 0.917 0.917 0.581 0.301
3  1088.2 1.333 1.3 1.000 1.000 1.000 1.000
J=1,2: mean weight; rms g vs calc; rms, max vs rough meas.
jj: 0.746; 0.273; 0.28, 0.50
jK: 0.885; 0.166; 0.17, 0.22
LK: 0.714; 0.201; 0.21, 0.33
LS: 0.559; 0.173; 0.17, 0.32
calc vs rough measured, rms g: 0.02
largest error of jK-weighted mean g: 0.223
```
